# Square-root saturation of tunnelling-defect loss from a flat energy distribution: verification in Python

```python
"""Saturation of the resonant dielectric loss of tunnelling defects.

Result under test, for a field E*cos(omega*t):
  tan(delta) = pi*P0*p^2*c^2/(eps0*kappa) * tanh(hbar*omega/2kT) / sqrt(1+(E/Ec)^2)
  Ec = hbar / (p*c*sqrt(T1*T2))
P0: defect density, P0/Delta0 in (|Delta|, Delta0); p: dipole is +p or -p;
c: projection of the dipole on the field; kappa: relative permittivity;
u = Delta0/energy; relaxation time T1/u^2; dephasing time T2 common to all.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.optimize import brentq

hbar, h, kB, eps0 = const.hbar, const.h, const.k, const.epsilon_0

# Example: amorphous oxide film, rough typical values
frequency = 5e9
omega = 2 * np.pi * frequency
temperature = 0.050
dipole = const.e * 1e-10
kappa = 10.0
density_um3_GHz = 100.0
P0 = density_um3_GHz * 1e18 / (h * 1e9)
T1, T2 = 1e-6, 1e-7
c = 1 / np.sqrt(3)
side, thickness = 100e-6, 200e-9
volume = side**2 * thickness
thermal = np.tanh(hbar * omega / (2 * kB * temperature))
Ec = hbar / (dipole * c * np.sqrt(T1 * T2))
tan_weak = np.pi * P0 * (dipole * c)**2 / (eps0 * kappa) * thermal


def gauss(n, low, high):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + (x + 1) * (high - low) / 2, w * (high - low) / 2


def peak_nodes(n, centre, width, low, high):
    """Nodes that resolve a peak of given width and its far wings."""
    y, w = gauss(n, np.arcsinh((low - centre) / width),
                 np.arcsinh((high - centre) / width))
    return centre + width * np.sinh(y), w * width * np.cosh(y)


# --- Lindblad steady state in the rotating frame; time unit is T2 ---
rate1 = T2 / T1
rate_down, rate_up = rate1 * (1 + thermal) / 2, rate1 * (1 - thermal) / 2
rate_phi = 1 - rate1 / 2
sx = np.array([[0, 1], [1, 0]], complex)
sz = np.diag([1, -1]).astype(complex)
one = np.eye(2)
lower = np.array([[0, 0], [1, 0]], complex)
jumps = [np.sqrt(rate_down) * lower, np.sqrt(rate_up) * lower.T,
         np.sqrt(rate_phi / 2) * sz]


def absorbed_quanta(detuning, rabi):
    """Net quanta per T2 passed by one defect from the field to the bath."""
    H = 0.5 * (detuning * sz - rabi * sx)
    L = -1j * (np.kron(H, one) - np.kron(one, H.T))
    for J in jumps:
        N = J.conj().T @ J
        L = L + np.kron(J, J.conj()) - 0.5 * (np.kron(N, one) + np.kron(one, N.T))
    L[0] = [1, 0, 0, 1]
    rho = np.linalg.solve(L, np.array([1, 0, 0, 0], complex))
    return (rate_down * rho[0] - rate_up * rho[3]).real


for detuning, rabi in [(0, 0.2), (1.3, 0.7), (-4.0, 2.5)]:
    lorentzian = thermal * rabi**2 / (2 * (1 + detuning**2 + rabi**2 / rate1))
    assert abs(absorbed_quanta(detuning, rabi) / lorentzian - 1) < 1e-8


def resonance_data(ratio):
    """Peak per intensity, half width, and energy integral per intensity."""
    rabi = ratio * np.sqrt(rate1)
    peak = absorbed_quanta(0, rabi)
    half = brentq(lambda d: absorbed_quanta(d, rabi) - peak / 2, 0, 10 * (1 + ratio))
    d, w = peak_nodes(160, 0, 1 + ratio, -3e5, 3e5)
    total = sum(wi * absorbed_quanta(di, rabi) for di, wi in zip(d, w))
    return np.array([peak / rabi**2, half, total / rabi**2])


ratios = [0.1, 1.0, 10.0, 100.0]
weak = resonance_data(0.01)
table = []
for r in ratios:
    row = resonance_data(r) / weak
    assert abs(row[0] * (1 + r**2) - 1) < 1e-3
    assert abs(row[1] / np.sqrt(1 + r**2) - 1) < 1e-3
    assert abs(row[2] * np.sqrt(1 + r**2) - 1) < 1e-3
    table.append(row)

# --- Flat energy density from the distribution of Delta and Delta0 ---
shell = dblquad(lambda d0, d: (1 / d0) * (d0**2 / (d**2 + d0**2))
                * (d**2 + d0**2) * np.exp(-np.hypot(d, d0)), 0, 40, 0, 40)[0]
flat = quad(lambda e: e**2 * np.exp(-e), 0, 40)[0]
assert abs(shell / flat - 1) < 1e-5


# --- Laboratory frame, no rotating-wave step; frequency unit is omega ---
def lab_power(energy, u, drive, harmonics=4):
    """Power per defect in units hbar*omega^2, by Fourier components."""
    g1, g2 = u**2 / (omega * T1), 1 / (omega * T2)
    across, along = drive * u, drive * np.sqrt(1 - u**2)
    size = 2 * harmonics + 1
    A = np.zeros((len(energy), 3 * size, 3 * size), complex)
    M1 = np.array([[0, 2 * along, 0], [-2 * along, 0, 2 * across],
                   [0, -2 * across, 0]])
    for j in range(size):
        a = 3 * j
        shift = 1j * (j - harmonics)
        A[:, a, a] = A[:, a + 1, a + 1] = shift + g2
        A[:, a + 2, a + 2] = shift + g1
        A[:, a, a + 1], A[:, a + 1, a] = energy, -energy
        if j > 0:
            A[:, a:a + 3, a - 3:a] = -M1 / 2
            A[:, a - 3:a, a:a + 3] = -M1 / 2
    b = np.zeros((len(energy), 3 * size, 1), complex)
    b[:, 3 * harmonics + 2, 0] = -g1 * np.tanh(
        energy * hbar * omega / (2 * kB * temperature))
    S = np.linalg.solve(A, b)[:, :, 0]
    first = 3 * (harmonics + 1)
    return -(across * S[:, first] + along * S[:, first + 2]).imag


def lab_loss_tangent(field):
    drive = dipole * c * field / (hbar * omega)
    narrow = 1 / (omega * T2)
    e1, w1 = peak_nodes(100, 1, narrow * (1 + field / Ec), 0, 1.5)
    e2, w2 = peak_nodes(100, 2, narrow, 1.5, 2.5)
    x, wx = gauss(24, 0, 1)
    energy = np.concatenate([e1, e2, 2.5 / x])
    weight = np.concatenate([w1, w2, wx * 2.5 / x**2])
    total = 0.0
    for angle, wa in zip(*gauss(8, 0, np.pi / 2)):
        u = np.sin(angle)
        total += wa / u * np.sum(weight * lab_power(energy, u, drive))
    power_density = P0 * hbar * omega * hbar * omega**2 * total
    return 2 * power_density / (omega * eps0 * kappa * field**2)


lab = []
for r in ratios:
    formula = tan_weak / np.sqrt(1 + r**2)
    value = lab_loss_tangent(r * Ec)
    width_over_omega = np.sqrt(1 + r**2) / (omega * T2)
    # the energy integral is cut at zero energy: error of order width/omega
    assert abs(value / formula - 1) < 2 * width_over_omega
    lab.append((formula, value, width_over_omega))


# --- Random orientations, and lifetime-limited dephasing ---
def random_orientation(x):
    return 1.5 / x**2 * (np.sqrt(1 + x**2) - np.arcsinh(x) / x)


for x in (0.3, 2.0, 30.0):
    direct = quad(lambda q: 3 * q**2 / np.sqrt(1 + (x * q)**2), 0, 1)[0]
    assert abs(random_orientation(x) / direct - 1) < 1e-8
assert abs(random_orientation(1e4) * 1e4 / 1.5 - 1) < 1e-3


def lifetime_limited(x):
    return quad(lambda a: np.sin(a)**2 / np.hypot(np.sin(a), x), 0, np.pi / 2)[0]


assert abs(lifetime_limited(200.0) * 200 / (np.pi / 4) - 1) < 1e-3


# --- Relaxation loss of thermally populated defects ---
def population(field, D=1.0, D0=0.7, kT=0.4):
    return np.tanh(np.hypot(D + 2 * field, D0) / (2 * kT))


e0 = np.hypot(1.0, 0.7)
numeric = (1 / e0) * (population(1e-5) - population(-1e-5)) / 2e-5
assert abs(numeric / ((1 / e0)**2 / np.cosh(e0 / 0.8)**2 / 0.4) - 1) < 1e-6
y, wy = gauss(200, 0, 40)
a, wa = gauss(60, 0, np.pi / 2)
Y, ANG = np.meshgrid(y, a, indexing="ij")
x0 = hbar * omega / (kB * temperature)
omega_tau = omega * T1 * (x0 / Y)**3 * np.tanh(Y / 2) / thermal / np.sin(ANG)**2
integrand = (np.cos(ANG)**2 / np.sin(ANG) / np.cosh(Y / 2)**2
             * omega_tau / (1 + omega_tau**2))
tan_relax = P0 * (dipole * c)**2 / (eps0 * kappa) * (wy @ integrand @ wa)

# --- Finite number of defects: scatter between nominally equal films ---
per_width = P0 * volume * hbar / T2
rng = np.random.default_rng(1)
samples = []
for _ in range(600):
    position = rng.uniform(-50, 50, rng.poisson(100 * per_width))
    samples.append(np.sum(1 / (1 + position**2)))
scatter = np.std(samples) / np.mean(samples)
# 600 samples fix a standard deviation to about 3 percent
assert abs(scatter * np.sqrt(2 * np.pi * per_width) - 1) < 0.12

photons = 0.5 * eps0 * kappa * Ec**2 * volume / (hbar * omega)
diffusion = 2 * dipole**2 * P0 * kB * temperature / (4 * np.pi * eps0 * kappa) / h

print(f"frequency                          {frequency/1e9:.1f} GHz")
print(f"temperature                        {temperature*1e3:.0f} mK")
print(f"dipole p                           {dipole/const.e*1e10:.2f} e*angstrom")
print(f"relative permittivity              {kappa:.1f}")
print(f"defect density P0                  {density_um3_GHz:.0f} per um^3 per GHz")
print(f"T1 (u=1), T2                       {T1*1e6:.2f} us, {T2*1e6:.2f} us")
print(f"squared projection c^2             {c**2:.4f}")
print(f"plate side, film thickness         {side*1e6:.0f} um, {thickness*1e9:.0f} nm")
print(f"thermal factor tanh                {thermal:.4f}")
print(f"critical field Ec                  {Ec:.2f} V/m")
print(f"plate voltage amplitude at Ec      {Ec*thickness*1e6:.2f} uV")
print(f"weak-field loss tangent            {tan_weak:.3e}")
print(f"weak-field half width 1/(2 pi T2)  {1/(2*np.pi*T2)/1e6:.3f} MHz")
print("Lindblad, relative to weak field: E/Ec, peak, width, integrated loss")
for r, row in zip(ratios, table):
    print(f"  {r:6.1f}  {row[0]:.3e}  {row[1]:9.4f}  {row[2]:.5f}")
print("loss tangent: E/Ec, formula, lab frame, difference %, width/omega")
for r, (f, v, wo) in zip(ratios, lab):
    print(f"  {r:6.1f}  {f:.4e}  {v:.4e}  {100*(v/f-1):+.3f}  {wo:.2e}")
print("random orientation / one projection, at the same field: E/Ec, ratio")
for r in ratios:
    ratio = random_orientation(r / c) * np.sqrt(1 + r**2)
    print(f"  {r:6.1f}  {ratio:.4f}")
print("lifetime-limited T2=2T1(u): E/E1, loss factor, square-root law")
for r in ratios:
    print(f"  {r:6.1f}  {lifetime_limited(r):.5f}  {1/np.sqrt(1+r**2):.5f}")
print(f"relaxation loss tangent            {tan_relax:.2e}")
print(f"relaxation / resonant at 100 Ec    {tan_relax/lab[-1][0]:.2e}")
print(f"spectral diffusion, rough size     {diffusion/1e6:.3f} MHz")
print(f"defects per interval hbar/T2       {per_width:.0f}")
print(f"scatter, equal-strength defects    {100*scatter:.1f} %")
print(f"photons in the film field at Ec    {photons:.1f}")
print("PASS")
```

Running it gives:

```
frequency                          5.0 GHz
temperature                        50 mK
dipole p                           1.00 e*angstrom
relative permittivity              10.0
defect density P0                  100 per um^3 per GHz
T1 (u=1), T2                       1.00 us, 0.10 us
squared projection c^2             0.3333
plate side, film thickness         100 um, 200 nm
thermal factor tanh                0.9837
critical field Ec                  36.05 V/m
plate voltage amplitude at Ec      7.21 uV
weak-field loss tangent            4.507e-04
weak-field half width 1/(2 pi T2)  1.592 MHz
Lindblad, relative to weak field: E/Ec, peak, width, integrated loss
     0.1  9.902e-01     1.0049  0.99509
     1.0  5.000e-01     1.4141  0.70714
    10.0  9.902e-03    10.0494  0.09951
   100.0  1.000e-04   100.0000  0.01000
loss tangent: E/Ec, formula, lab frame, difference %, width/omega
     0.1  4.4847e-04  4.4836e-04  -0.024  3.20e-04
     1.0  3.1870e-04  3.1859e-04  -0.034  4.50e-04
    10.0  4.4847e-05  4.4738e-05  -0.243  3.20e-03
   100.0  4.5068e-06  4.4232e-06  -1.854  3.18e-02
random orientation / one projection, at the same field: E/Ec, ratio
     0.1  0.9961
     1.0  0.8766
    10.0  0.8615
   100.0  0.8659
lifetime-limited T2=2T1(u): E/E1, loss factor, square-root law
     0.1  0.98410  0.99504
     1.0  0.59907  0.70711
    10.0  0.07825  0.09950
   100.0  0.00785  0.01000
relaxation loss tangent            3.35e-10
relaxation / resonant at 100 Ec    7.44e-05
spectral diffusion, rough size     0.073 MHz
defects per interval hbar/T2       318
scatter, equal-strength defects    2.3 %
photons in the film field at Ec    34.7
PASS
```
